# Dose Saturation During Plasma Doping Under a Growing Dopant Film

In plasma doping a biased wafer receives dopant ions while neutral fragments of the same gas may settle on it and build up a dopant film. Ions that arrive late must cross this film before they can enter the silicon. The problem is to find how much dopant the silicon receives, and how far simple reasoning about the film can be trusted.

The model is as follows. From $t=0$ a constant flux $F$ of dopant ions, counted per area and time, strikes a flat silicon wafer. A film grows on the wafer at constant speed $g$, with losses by sputtering already subtracted, so its thickness is $h=gt$. Each ion stops at a depth $X$ measured from the surface present when it arrives. $X$ is Gaussian with mean $R_p$ (the projected range) and standard deviation $\sigma$ (the straggle), and the film stops ions just as silicon does. The Gaussian has a tail at $X<0$; ions in that tail are counted as reflected. The dose $D(t)$ is the number of ions per area that have come to rest in the silicon. Film atoms knocked into the silicon by ions, and dopant that diffuses in during a later anneal, are not part of $D$.

The standard normal density and distribution function are

$$\varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}},\qquad \Phi(u)=\int_{-\infty}^{u}\varphi(s)\,ds,$$

and $a=R_p/\sigma$.

## (a) The rate of doping

**Find the probability that an ion reaches the silicon through a film of thickness $h$, and write the dose as an integral over film thickness.**

Since film and silicon stop ions alike, the interface does not alter the distribution of $X$. The ion ends in the silicon if $X>h$. With $X=R_p+\sigma Y$, where $Y$ is a standard normal variable, this means $Y>(h-R_p)/\sigma$. By the symmetry of the normal density the probability is

$$P(h)=\Phi\!\left(\frac{R_p-h}{\sigma}\right).$$

The dose therefore grows as $dD/dt=F\,P(gt)$. Integrating from zero and changing the variable to $h=gt'$, with $dt'=dh/g$, gives

$$D(t)=F\int_0^t P(gt')\,dt'=\frac{F}{g}\int_0^{gt}P(h)\,dh .$$

At the start the rate is $F\Phi(a)$, because a fraction $\Phi(-a)$ of the ions is reflected. If $g=0$ the rate keeps this value and $D=F\Phi(a)t$ rises without limit. Saturation in this model is thus caused by the growth of the film.

## (b) The limiting dose

**Find $D_\infty=D(t\to\infty)$, first for a general depth distribution and then for the Gaussian.**

Let $p(x)$ be the probability density of $X$, so that $P(h)=\int_h^\infty p(x)\,dx$. Then

$$\int_0^\infty P(h)\,dh=\int_0^\infty dh\int_h^\infty p(x)\,dx=\int_0^\infty p(x)\left(\int_0^x dh\right)dx=\int_0^\infty x\,p(x)\,dx .$$

The order of integration may be exchanged because the integrand is nowhere negative. The meaning is direct: an ion with stopping depth $x$ can enter the silicon as long as the film is thinner than $x$, which is true for a time $x/g$.

For the Gaussian, put $x=R_p+\sigma y$. The limit $x=0$ becomes $y=-a$, and

$$\int_{-a}^{\infty}(R_p+\sigma y)\,\varphi(y)\,dy=R_p\,\Phi(a)+\sigma\,\varphi(a).$$

The second term follows from $y\varphi(y)=-\varphi'(y)$, whose integral from $-a$ to infinity is $\varphi(-a)=\varphi(a)$. Hence

$$D_\infty=\frac{F}{g}\left[R_p\,\Phi(a)+\sigma\,\varphi(a)\right].$$

Taking out $R_p$ and using $\Phi(a)=1-\Phi(-a)$ gives

$$D_\infty=\frac{F R_p}{g}\,(1+\delta),\qquad \delta=\frac{\varphi(a)}{a}-\Phi(-a).$$

The leading factor is the ion flux times the time $R_p/g$ in which the film grows to one projected range. The flux and the growth speed enter through their ratio, so raising both by the same factor, at fixed range and straggle, leaves $D_\infty$ unchanged.

## (c) How near is near?

**Show that $\delta$ is positive, falls steadily with $a$ and is smaller than $\varphi(a)/a^3$. What becomes of the correction for other depth distributions, or if $F$ counts retained ions?**

Differentiate $\delta$, using $\varphi'(a)=-a\varphi(a)$:

$$\frac{d\delta}{da}=-\varphi(a)-\frac{\varphi(a)}{a^2}+\varphi(a)=-\frac{\varphi(a)}{a^2}<0 .$$

Since $\delta\to0$ as $a\to\infty$, integrating back from infinity gives

$$\delta(a)=\int_a^\infty\frac{\varphi(s)}{s^2}\,ds>0 .$$

Now write the integrand as $s^{-3}\cdot s\varphi(s)$ and integrate by parts; the integral of $s\varphi(s)$ is $-\varphi(s)$:

$$\delta(a)=\frac{\varphi(a)}{a^3}-3\int_a^\infty\frac{\varphi(s)}{s^4}\,ds<\frac{\varphi(a)}{a^3}.$$

The correction is 8.3% at $a=1$, 2.0% at $a=1.5$ and 0.4% at $a=2$. The simple estimate $FR_p/g$ is therefore good when the range is at least somewhat larger than the straggle. It fails for $a\ll1$, where $\delta\approx\varphi(0)/a$ becomes large and a Gaussian is a poor picture of the ranges anyway.

The correction comes from the tail in front of the surface. Negative depths lower the mean $R_p$, yet a reflected ion contributes zero to the dose, not a negative amount. If the depth distribution has no negative part, part (b) gives $D_\infty=FR_p/g$ exactly within the model, whatever its width or skewness.

Suppose instead that the known flux is that of the retained ions, $F_r=F\Phi(a)$. Substituting $F=F_r/\Phi(a)$ gives

$$D_\infty=\frac{F_rR_p}{g}\left[1+\frac{\varphi(a)}{a\,\Phi(a)}\right].$$

The bracket is the mean depth of the retained ions divided by $R_p$. It is larger than $1+\delta$ because the same dose is now compared with a smaller flux.

## (d) The approach to saturation

**Find $D(t)$ in closed form, and the dose still missing when the film is as thick as the projected range.**

In the integral of part (a) put $u=(h-R_p)/\sigma$, so that $dh=\sigma\,du$ and $P=\Phi(-u)$. The lower limit is $-a$ and the upper limit is $u_t=(gt-R_p)/\sigma$. An antiderivative is supplied by

$$L(u)=\varphi(u)-u\,\Phi(-u),$$

because

$$L'(u)=-u\varphi(u)-\Phi(-u)+u\varphi(u)=-\Phi(-u).$$

It follows that

$$D(t)=\frac{F\sigma}{g}\left[L(-a)-L\!\left(\frac{gt-R_p}{\sigma}\right)\right].$$

Here $L(-a)=\varphi(a)+a\Phi(a)$, and $L(u)\to0$ for $u\to\infty$, which recovers part (b). The missing dose is

$$D_\infty-D(t)=\frac{F\sigma}{g}\,L(u_t).$$

At $t=R_p/g$ one has $u_t=0$ and $L(0)=\varphi(0)$, so the missing dose is $F\sigma/(g\sqrt{2\pi})$. It is proportional to the straggle, since it consists of ions that stop deeper than $R_p$ and so still get through afterwards. For $\sigma\to0$ the dose would rise as $Ft$ and stop abruptly at $t=R_p/g$.

There is also a simple result at twice that time. When $gt=2R_p$, $u_t=a$ and

$$L(-a)-L(a)=a\Phi(a)+a\Phi(-a)=a .$$

The dose is then $F\sigma a/g=FR_p/g$. In the Gaussian model the simple estimate is reached exactly at $t=2R_p/g$, and what enters later is the correction $\delta$.

## (e) The profile in the silicon

**Find the concentration $C(z,t)$ at depth $z$ below the interface. Where is its maximum?**

An ion that arrives when the film thickness is $h$ stops at $z$ if $X=z+h$. Summing over arrival times,

$$C(z,t)=\frac{F}{g}\int_0^{gt}p(z+h)\,dh=\frac{F}{g}\left[P(z)-P(z+gt)\right].$$

Its integral over the silicon is the dose of part (a), since shifting the variable in the second term gives

$$\int_0^\infty\left[P(z)-P(z+gt)\right]dz=\int_0^{gt}P(h)\,dh .$$

The slope is $\partial C/\partial z=(F/g)\,[p(z+gt)-p(z)]$. It vanishes when $z$ and $z+gt$ lie equally far on either side of $R_p$, that is, at

$$z_m=R_p-\frac{gt}{2}.$$

The slope is positive above this depth and negative below it, so $z_m$ is a maximum. It starts at the projected range and moves towards the interface at half the growth speed. From $t=2R_p/g$ onwards the concentration is highest at the interface. The limiting profile is $C(z,\infty)=(F/g)P(z)$, which falls to $F/(2g)$ at $z=R_p$.

## (f) Boron in silicon

**Evaluate the results for boron doping from a diborane plasma near 1 keV. Take as rough values $R_p=5$ nm, $\sigma=3$ nm, a time-averaged ion current density of 20 µA/cm² and $g=0.1$ nm/s. Count one boron atom per singly charged ion.**

The film is again taken to stop ions as silicon does. A dense boron film stops them more strongly, which lowers the dose and the concentrations found below and shortens the time to saturation; part (g) estimates the effect on the dose. The current density must be that of the ions alone, without secondary electrons. Dividing it by the elementary charge gives $F=1.248\times10^{14}$ cm⁻² s⁻¹. With $g=10^{-8}$ cm/s, $F/g=1.248\times10^{22}$ cm⁻³, and

$$\frac{FR_p}{g}=(1.248\times10^{22}\ \text{cm}^{-3})(5\times10^{-7}\ \text{cm})=6.24\times10^{15}\ \text{cm}^{-2}.$$

Here $a=5/3=1.67$ and $\delta=1.2\%$, so $D_\infty=6.32\times10^{15}$ cm⁻², or $6.32\times10^{19}$ m⁻². The bound of part (c) is 2.1%. If the stated flux were that of retained ions, the excess over the simple estimate would be 6.3%, with $R_p$ still the mean of the full Gaussian. If $R_p$ is instead the mean depth of the retained ions, as range tables usually give, the dose is $F_rR_p/g$ without any excess.

The limit was also tested by drawing one million random arrival times within 300 s, with random stopping depths, and counting the ions that passed the film. The count gave $6.302\times10^{15}$ cm⁻² with a standard error of $0.014\times10^{15}$ cm⁻², one standard error below the formula.

The film reaches the projected range at 50 s. By then the silicon holds $4.82\times10^{15}$ cm⁻², or 76% of the limit, and $1.49\times10^{15}$ cm⁻² is missing. At 100 s the dose is $6.24\times10^{15}$ cm⁻², equal to the simple estimate as part (d) requires. In the Gaussian model the limit is approached to 99% after 102 s, under 10.2 nm of film. This time depends on the deep tail of the ranges: a gamma distribution with the same mean and straggle gives about 126 s. Between 100 and 150 s another $6.2\times10^{15}$ ions per cm² arrive, but only about $0.07\times10^{15}$ per cm² enter the silicon in the Gaussian model, and about $0.18\times10^{15}$ with the gamma distribution. A dose computed as flux times time would be three times too large at 150 s.

The limiting concentration is $1.2\times10^{22}$ cm⁻³ at the interface, $6.2\times10^{21}$ cm⁻³ at 5 nm and $6\times10^{20}$ cm⁻³ at 10 nm. The first value is 24% of the atomic density of silicon. So much boron changes the volume and stopping of the layer, which makes the calculated profile approximate. The dose is less affected than the profile, since it does not depend on where in the silicon an ion stops.

This is a chemical dose, not a density of active acceptors. With a rough solubility of $2\times10^{20}$ cm⁻³, the profile lies above solubility down to 11.4 nm. Cutting it off at that concentration, without any diffusion, leaves $2.5\times10^{14}$ cm⁻², about 4% of the total. These two values also depend on the tail; the gamma distribution gives about 13.4 nm and $3.1\times10^{14}$ cm⁻². An anneal that spreads the boron changes this figure.

## (g) A film that stops differently or is fed by the ions

**How does the limit change if the film's stopping power is $s$ times that of silicon at every energy? How does it change if ions lodged in the film contribute to its growth?**

Let $S(E)$ be the energy lost per length in silicon. For a straight path, $dE/dx=-sS(E)$ in the film, so

$$\int_{E_h}^{E_0}\frac{dE}{S(E)}=sh ,$$

where $E_0$ is the initial energy and $E_h$ the energy left at the interface. The film thus uses up a length $sh$ of the range in silicon. If scattering is assumed to scale in the same way, the condition for entry becomes $X>sh$. With $h'=sh$,

$$D_\infty^{(s)}=\frac{F}{g}\int_0^\infty P(sh)\,dh=\frac{F}{gs}\int_0^\infty P(h')\,dh'=\frac{D_\infty}{s}.$$

A trial value $s=1.3$ lowers the dose by 23%. It serves only as an illustration; for a dense boron film $s$ is nearer 2. For a boron film on silicon this scaling is only approximate. A single collision with a heavier silicon atom can turn a boron ion back, but one with a boron atom at rest cannot, except for a ¹⁰B ion on ¹¹B, which then keeps less than 5% of its energy. Scattering in the two layers therefore differs. In the boron film the ions keep a straighter course and go deeper for the same path length, so the dose can lie above $D_\infty/s$.

For the second effect, let $\Omega$ be the volume per film atom and $g_n$ the constant growth speed due to neutrals, less sputtering. Of the retained flux $F\Phi(a)$, a part $FP(h)$ enters the silicon and the rest stays in the film. The growth speed is

$$v(h)=g_n+F\Omega\,[\Phi(a)-P(h)].$$

Let $g$ now denote the speed at late times, when $P\to0$, so that $g=g_n+F\Omega\Phi(a)$. Then $v(h)=g-F\Omega P(h)$. Since $dt=dh/v(h)$,

$$D_\infty^{\rm fed}=F\int_0^\infty\frac{P(h)}{g-F\Omega P(h)}\,dh .$$

The film grows more slowly at first, while most ions still pass through it, so the dose is higher than for constant speed $g$. The formula requires $F\Omega\Phi(a)<g$, which means that neutrals must give net growth.

For a boron film of rough density 2.3 g/cm³, $1/\Omega=1.28\times10^{23}$ cm⁻³ and $F\Omega/g=0.097$. The integral gives a dose 7% above $D_\infty$.

## (h) Recoils, molecular ions and spread energies

**Estimate how many film atoms are knocked into the silicon, and the effect of molecular ions and of a spread in ion energy.**

Suppose each ion displaces $\nu$ atoms, each of which jumps a length $\lambda$ in a random direction. Let $c$ be the cosine of the angle between the jump and the inward normal; for isotropic jumps it is uniform between $-1$ and $1$. An atom that starts at depth $y$ passes from film to silicon if $y<h<y+\lambda c$. As the film grows, this window of thickness has width $\lambda c$ for $c>0$ and is absent otherwise. Its average width is

$$\frac12\int_0^1\lambda c\,dc=\frac{\lambda}{4}.$$

The result does not depend on $y$, and hence not on the depth profile of the damage, provided that the profile stays the same as the film grows. Growth through a thickness $dh$ takes $dh/g$, during which $F\,dh/g$ ions arrive. The recoil dose is therefore

$$D_{\rm rec}=\frac{F}{g}\,\frac{\nu\lambda}{4}.$$

To estimate $\nu$, take 60% of the ion energy as available for displacements, a displacement energy of 20 eV and the usual efficiency factor 0.8. This gives $\nu=0.8\times600/(2\times20)=12$. With $\lambda=0.5$ nm,

$$D_{\rm rec}=(1.248\times10^{22}\ \text{cm}^{-3})\,\frac{12\times0.5\times10^{-7}\ \text{cm}}{4}=1.9\times10^{15}\ \text{cm}^{-2},$$

or 30% of the directly implanted dose. This is a gross count: it ignores jumps back into the film and treats every film atom as boron. It also takes all jump directions as equally likely, although atoms struck directly by the ions move mainly forward, which would raise the count. This bias is large for a boron film: an ion can pass nearly all its energy to a boron atom, which then travels forward by nanometres rather than by $\lambda$. When whole collision cascades are followed, the gross count is several times higher, roughly $5$ to $10\times10^{15}$ cm⁻² for displacement energies of 30 to 10 eV, as much as the dose implanted directly through such a film or more. The 30% figure is therefore a low estimate; it shows that recoils matter but does not supply a correction.

For molecular ions and spread energies, assume first that both range and straggle are proportional to energy. Then $a$ is fixed, and part (b) makes the dose per boron atom proportional to its energy. In B₂H₅⁺ the two boron atoms each carry the fraction $10.81/26.66=0.405$ of the ion energy, since all atoms arrive with the same velocity. If all ions were of this kind, at the same ion current, energy and growth speed, the dose would be multiplied by $2\times0.405=0.81$, a loss of 19%. The number of boron atoms doubles, but each goes less deep. This loss depends on the proportional law. Below 1 keV the range of boron in silicon grows more slowly, roughly as the power 0.75 of the energy. The factor is then $2\times0.405^{0.75}\approx1.0$, and the two effects nearly cancel.

Collisions in the plasma sheath lower the energy of some ions. If energies were spread evenly from zero to the full value, their mean would be one half of it, and the dose would fall by 50% under the proportional law. With the power 0.75 the average factor is $1/1.75=0.57$, a fall of 43%. The even spread is only a trial distribution; the actual one depends on pressure, sheath width and bias, and with many collisions the mean energy can lie well below one half of the full value. These losses count the ions alone. In charge exchange a fast ion takes an electron from a slow neutral and flies on as a fast neutral. If it contains boron it can still dope the wafer, although it is missing from the ion current. Such neutrals can offset the loss in part or in full. With the power 0.75 they can even more than offset it, because several boron particles that share a given energy then have a larger summed range than one particle with all of it.

**The model beside a real process.** The parameters describe a plausible boron process, not a particular reactor. The growth speed deserves most care, because it depends on gas mixture, pressure and bias, and $D_\infty$ varies as $1/g$. At fixed flux and range, halving $g$ doubles the limit and also doubles the time needed to approach it. Growth may also start late. While the surface is bare the silicon gains $F\Phi(a)$ per unit time, so a delay of 10 s would add about $1.2\times10^{15}$ cm⁻², or 19% of the limit, if sputtering of the silicon is ignored. The trial values of parts (g) and (h) do not fix a ranking of the effects. The spread in energy removes 43 to 50% if fast neutrals add little boron, a dense boron film with $s$ near 2 removes up to 50%, and recoils from the film can add as much boron as the ions bring directly. These effects act in both directions and need not simply add, so for this example the directly implanted dose is best read as a few $10^{15}$ cm⁻², and recoils may double the total or more. If the film is still present during an anneal, it may supply further boron by diffusion, which this estimate leaves out. The main values used in parts (f) to (h) are listed in the numerical output.

## Table of computed values

```
Ion current density: 20 uA/cm2
Ion energy: 1000 eV
Projected range Rp: 5 nm
Straggle sigma: 3 nm
Film growth speed g: 0.1 nm/s
Ion flux F: 1.248e+14 cm^-2 s^-1
Ratio a = Rp/sigma: 1.667
F/g: 1.248e+22 cm^-3
Simple estimate F*Rp/g: 6.242e+15 cm^-2
Saturation dose, formula: 6.316e+15 cm^-2
Saturation dose, formula: 6.316e+19 m^-2
Dose at 300 s, simulation: 6.302e+15 cm^-2
Simulation standard error: 1.4e+13 cm^-2
Correction delta: 1.19 %
Bound phi(a)/a^3: 2.15 %
Excess if F counts retained ions: 6.27 %
delta at a = 1.0: 8.33 %
delta at a = 1.5: 1.95 %
delta at a = 2.0: 0.425 %
delta at a = 3.0: 0.0127 %
Skewed (gamma) ranges, dose: 6.242e+15 cm^-2
Time Rp/g: 50 s
t = 10 s: incident 1.248e+15 cm^-2, in silicon 1.164e+15 cm^-2, 18.4 % of limit
t = 30 s: incident 3.745e+15 cm^-2, in silicon 3.253e+15 cm^-2, 51.5 % of limit
t = 50 s: incident 6.242e+15 cm^-2, in silicon 4.822e+15 cm^-2, 76.3 % of limit
t = 100 s: incident 1.248e+16 cm^-2, in silicon 6.242e+15 cm^-2, 98.8 % of limit
t = 150 s: incident 1.872e+16 cm^-2, in silicon 6.315e+15 cm^-2, 100.0 % of limit
Missing dose at Rp/g: 1.494e+15 cm^-2
Time to 99 % of limit: 102.0 s
Film thickness at that time: 10.20 nm
Limiting concentration at z = 0 nm: 1.19e+22 cm^-3
Limiting concentration at z = 5 nm: 6.24e+21 cm^-3
Limiting concentration at z = 10 nm: 5.97e+20 cm^-3
Top concentration / silicon atomic density: 0.238
Rough boron solubility: 2e+20 cm^-3
Depth where profile meets solubility: 11.4 nm
Dose below solubility, no diffusion: 2.5e+14 cm^-2
Film/silicon stopping ratio tried: 1.3
Dose change, stopping ratio: -23.1 %
Rough film mass density: 2.3 g/cm3
Film atomic density: 1.28e+23 cm^-3
Ion share of late growth F*Omega/g: 0.0974
Dose change, ion-fed growth: 7.13 %
Damage energy fraction (rough): 0.6
Displacement energy (rough): 20 eV
Recoil jump length (rough): 0.5 nm
Displaced atoms per ion: 12
Gross recoil-mixed dose: 1.87e+15 cm^-2
Recoil-mixed / implanted dose: 29.6 %
Energy share of each B in B2H5+: 0.405
Dose change, all ions B2H5+: -18.9 %
Dose change, energies even from 0 to full: -50 %
```
